# Spin-pairing stabilization of 4f shells by two derivations

## The symmetry that fixes the form

Consider $q$ electrons in the seven orbitals of a 4f shell, with all other shells closed and frozen. Without spin-orbit coupling, a spherical ion gives the seven orbitals the same one-electron energy, so the levels of $4f^q$ are separated only by the electron repulsion. In Hartree atomic units this is

$$H=\sum_{i<j}h_{ij},\qquad h_{ij}=\frac{1}{r_{ij}} .$$

The quantity to be found is the mean energy $E(S)$ of all states of $4f^q$ with total spin $S$, each state counted once. Such a mean is called a barycentre. Symmetry fixes how it depends on $S$.

Let $U$ be any unitary mixing of the seven orbitals, applied to every electron alike. It does not act on spin, so it maps the set of all states of spin $S$ onto itself. The trace of $H$ over this set is therefore unchanged if $H$ is replaced by $U^\dagger HU$, and also if it is replaced by the average over all $U$. It is enough to know the averaged pair operator $\bar h$.

By construction $\bar h$ commutes with every $U$. First let $U$ multiply each orbital $a$ by its own phase. Antisymmetric pair states $[ab]$, symmetric states $\{ab\}$ with $a\neq b$, and states $aa$ then acquire phases that identify the orbitals involved. Since $h$ is unchanged when the two electrons are exchanged, it does not mix symmetric with antisymmetric states. Hence $\bar h$ is diagonal in these states. Next let $U$ permute the orbitals. All $[ab]$ must have one common value, all $\{ab\}$ another, and all $aa$ a third. Finally let $a\to(a+b)/\sqrt2$ and $b\to(a-b)/\sqrt2$. This turns $\{ab\}=(ab+ba)/\sqrt2$ into $(aa-bb)/\sqrt2$, so the last two values are equal.

The averaged repulsion thus has two values: $E_s$ for orbitally symmetric pairs, which are spin singlets by the Pauli principle, and $E_t$ for orbitally antisymmetric pairs, which are triplets. Since $\mathbf s_1\cdot\mathbf s_2=\tfrac12[S(S+1)-\tfrac32]$ equals $\tfrac14$ in a triplet and $-\tfrac34$ in a singlet,

$$\bar h_{ij}=E_t+2D\left(\tfrac14-\mathbf s_i\cdot\mathbf s_j\right),\qquad 2D\equiv E_s-E_t .$$

The bracket is 0 for a triplet and 1 for a singlet, as required. The energy can depend on spin only through scalar products of spins, and one parameter $D$ sets the scale.

## First derivation: averaging $S(S+1)$

The square of the total spin is $\mathbf S^2=\sum_i\mathbf s_i^2+2\sum_{i<j}\mathbf s_i\cdot\mathbf s_j$, and each $\mathbf s_i^2$ equals $\tfrac34$. Therefore

$$2\sum_{i<j}\mathbf s_i\cdot\mathbf s_j=S(S+1)-\tfrac34q .$$

Summing $\bar h_{ij}$ over the $q(q-1)/2$ pairs gives

$$E(S)=\frac{q(q-1)}2\left(E_t+\frac D2\right)+\frac34qD-D\,S(S+1).$$

Everything except the last term is the same for all states of the configuration. Two barycentres with neighbouring spins differ by

$$E(S-1)-E(S)=D[S(S+1)-(S-1)S]=2DS,$$

which is the usual definition of the spin-pairing parameter.

Let $\langle\ \rangle$ denote the average over all $\binom{14}{q}$ states, so that each spin is weighted by its number of states. Averaging $E(S)$ and subtracting removes the common terms:

$$E(S)=E_{\rm av}-D\left[S(S+1)-\langle S(S+1)\rangle\right].\tag{1}$$

To find $\langle S(S+1)\rangle$, use Slater determinants as a basis; a trace does not depend on the basis. The expectation value of a pair operator in a determinant is the sum of its values for the occupied pairs of spin orbitals. Over all determinants each of the 91 pairs of the 14 spin orbitals is occupied equally often. The mean per electron pair in $4f^q$ is therefore the mean over the 91 states of $4f^2$.

Those 91 states comprise $21\times3=63$ triplet states, from the 21 antisymmetric orbital pairs, and 28 singlet states. Hence

$$\langle\mathbf s_1\cdot\mathbf s_2\rangle=\frac{63(1/4)-28(3/4)}{91}=-\frac{21}{364}=-\frac3{52}.$$

With $q(q-1)/2$ pairs, each entering $\mathbf S^2$ with a factor 2,

$$\langle S(S+1)\rangle=\frac{3q}4-\frac{3q(q-1)}{52}=\frac{3q(14-q)}{52}.\tag{2}$$

For $q\le7$ all spins can be parallel, so the maximum spin is $S=q/2$ and

$$S(S+1)=\frac q2\left(\frac q2+1\right)=\frac{3q}4+\frac{q(q-1)}4 .$$

The one-electron part $3q/4$ cancels in the difference:

$$S(S+1)-\langle S(S+1)\rangle=q(q-1)\left(\frac14+\frac3{52}\right)=\frac4{13}q(q-1).$$

Inserted in (1), this gives the stabilization of the maximum-spin barycentre relative to the configuration average,

$$P(q)\equiv E(q/2)-E_{\rm av}=-\frac4{13}q(q-1)D,\qquad q\le7.\tag{3}$$

The case $q=3$ can be counted by hand. There are $\binom73=35$ orbital states with $S=\tfrac32$. At $M_S=\tfrac12$ there are $\binom72\times7=147$ determinants, of which 35 combinations belong to the quartets, leaving 112 orbital states with $S=\tfrac12$. The average is

$$\langle S(S+1)\rangle=\frac{35\cdot4\cdot\frac{15}4+112\cdot2\cdot\frac34}{364}=\frac{99}{52},$$

in agreement with (2). The difference $\tfrac{15}4-\tfrac{99}{52}=\tfrac{24}{13}$ agrees with (3).

**Beyond half filling.** For $q\ge7$ the unpaired electrons number at most $n=14-q$, so the maximum spin is $n/2$. Equation (2) is unchanged when $q$ and $14-q$ are exchanged. The same algebra therefore holds with $n$ in place of $q$:

$$P(q)=-\frac4{13}(14-q)(13-q)D,\qquad q\ge7.$$

**Other shells.** For $M=2l+1$ orbitals there are $3M(M-1)/2$ triplet and $M(M+1)/2$ singlet pair states, $M(2M-1)$ in all. Their mean spin product is

$$\frac{\frac38M(M-1)-\frac38M(M+1)}{M(2M-1)}=-\frac3{4(2M-1)}.$$

The coefficient of $q(q-1)D$ then has magnitude

$$\frac14+\frac3{4(2M-1)}=\frac{M+1}{2(2M-1)} .$$

This is $\tfrac4{13}$ for f, $\tfrac13$ for d and $\tfrac25$ for p shells. It tends to $\tfrac14$ for large $M$, where the mean spin product of a pair vanishes.

## Second derivation: counting Coulomb and exchange integrals

The same result follows without $\mathbf S^2$, from the energies of determinants. For orbitals $a,b$ let $J_{ab}$ be the Coulomb integral and $K_{ab}$ the exchange integral, with $J_{aa}=K_{aa}$. Define the sums over all 49 ordered choices, equal indices included,

$$\mathcal J=\sum_{ab}J_{ab},\qquad\mathcal K=\sum_{ab}K_{ab}.$$

Take first the maximum spin, $q\le7$. The determinants with all $q$ spins up span the $M_S=q/2$ components of the $S=q/2$ states. A parallel pair has energy $J_{ab}-K_{ab}$, and each of the 21 orbital pairs is occupied equally often. The mean energy per pair is

$$w_{\parallel}=\frac1{21}\sum_{a<b}(J_{ab}-K_{ab})=\frac{\mathcal J-\mathcal K}{42},$$

because the terms with $a=b$ vanish and the ordered sum counts each pair twice.

For the whole configuration, average over the 91 pairs of spin orbitals. In the ordered sum each $J_{ab}$ occurs for four spin choices and each $K_{ab}$ for the two with equal spins. A spin orbital paired with itself contributes $J_{aa}-K_{aa}=0$. Halving the ordered sum gives

$$w_{\rm av}=\frac{\frac12(4\mathcal J-2\mathcal K)}{91}=\frac{2\mathcal J-\mathcal K}{91}.$$

With the common denominator 546,

$$w_{\parallel}-w_{\rm av}=\frac{13(\mathcal J-\mathcal K)-6(2\mathcal J-\mathcal K)}{546}=-\frac{7\mathcal K-\mathcal J}{546}.$$

It remains to express this through $D$. The triplet mean is $E_t=w_\parallel$. The 28 singlet pair states have energies $J_{aa}$ and $J_{ab}+K_{ab}$ with $a<b$, which sum to $(\mathcal J+\mathcal K)/2$, so $E_s=(\mathcal J+\mathcal K)/56$. Thus

$$2D=\frac{\mathcal J+\mathcal K}{56}-\frac{\mathcal J-\mathcal K}{42}=\frac{7\mathcal K-\mathcal J}{168},\qquad D=\frac{7\mathcal K-\mathcal J}{336}.$$

Consequently $w_\parallel-w_{\rm av}=-\tfrac{336}{546}D=-\tfrac8{13}D$. Multiplication by the number of pairs gives

$$P(q)=\frac{q(q-1)}2\left(-\frac8{13}D\right)=-\frac4{13}q(q-1)D .$$

The fraction has a direct meaning. An average pair is a singlet with weight $28/91=4/13$, and a singlet costs $2D$ more than a triplet. Making every pair a triplet therefore gains $\tfrac8{13}D$ per pair.

**The value of $D$.** Let the orbitals share one radial function $R(r)$ and have spherical-harmonic angular parts. Expand $1/r_{12}$ in Legendre polynomials $P_k(\cos\gamma)$, where $\gamma$ is the angle between the two position vectors. The radial factors are the Slater integrals

$$F^k=\iint R^2(r_1)R^2(r_2)\frac{r_<^k}{r_>^{k+1}}r_1^2r_2^2\,dr_1dr_2 .$$

In $\mathcal J$ the summed density is uniform, $\sum_a|Y_a|^2=7/4\pi$, so only $k=0$ survives and $\mathcal J=49F^0$. In $\mathcal K$ the addition theorem gives $\sum_aY_a^*(1)Y_a(2)=(7/4\pi)P_3(\cos\gamma)$, and this factor enters squared. The angular integration contributes $4\pi\cdot2\pi$, hence

$$\mathcal K=\sum_kF^k\,\frac{49}{2}\int_{-1}^{1}P_3^2P_k\,dx=7F^0+49X,$$

$$X=\frac4{105}F^2+\frac2{77}F^4+\frac{100}{3003}F^6 .$$

Odd $k$ vanish by parity, and $k>6$ vanish because $P_3^2$ has degree 6. The $F^0$ terms cancel in $7\mathcal K-\mathcal J=343X$, so

$$D=\frac{343}{336}X=\frac{49}{48}X .$$

The Slater integrals are positive, hence $D>0$ and maximum spin is stabilized.

## What each derivation assumes

Both derivations use one fixed set of seven orbitals for all states, and neither mixes $4f^q$ with other configurations. Both concern means over complete sets of states.

The first derivation needs only that the repulsion is a spin-independent pair operator. It gives the barycentre of every spin, in either half of the shell, and leaves $D$ as a parameter. It also survives one-electron perturbations. The average over $U$ of a one-electron orbital operator is its trace divided by 7, by the same phase and permutation argument. A ligand field then shifts all barycentres of one $4f^q$ equally. Spin-orbit coupling shifts none in first order, since the components of $\mathbf l$ have zero trace. It also mixes states of different $S$, and this gives a second-order shift: with the parameters of the example below, the levels arising from the maximum-spin term move down on average by about 0.09 eV for $q=6$, 7 and 8.

The second derivation, as written, compares only the maximum-spin barycentre for $q\le7$ with the configuration average. In return it shows which integrals carry the effect. Its counting holds for any seven orthonormal orbitals; spherical symmetry and a common radial function enter only when $D$ is expressed through $F^2$, $F^4$ and $F^6$.

Neither derivation makes $P(q)$ the shift of the ground level in general. For $q=1$, 6 and 7 there is a single term of maximum spin ($^2F$, $^7F$, $^8S$), and the barycentre is that term. For $q=2$ to 5 there are several such terms, and the lowest lies below their mean. Spin-orbit coupling and ligand fields then shift individual levels even where they leave the barycentres in place.

## A europium and gadolinium example

Take the round values $F^2=11$ eV, $F^4=8$ eV and $F^6=5.5$ eV, of the rough size fitted to the spectra of trivalent ions in the middle of the lanthanide row. Fitted values absorb part of the configuration mixing that the model leaves out. Integrals computed directly from a nonrelativistic local-density 4f orbital are larger, about 14, 9 and 6.5 eV, and would raise $D$ and every pairing energy below by about 20%. Then

$$X=0.4190+0.2078+0.1832=0.810\ \text{eV},\qquad D=\frac{49}{48}X=0.827\ \text{eV}.$$

With these integrals and $F^0=20$ eV, direct enumeration of determinants for $q=0$ to 14 gives 36 spin barycentres. The largest deviation from (1) is $2\times10^{-13}$ eV, which is rounding error.

For the half-filled shell, $P(7)=-\tfrac{168}{13}D=-10.7$ eV, or about $-1030$ kJ/mol. For six or eight electrons, $P=-\tfrac{120}{13}D=-7.63$ eV. In general, adding an electron to $4f^q$ at fixed $D$ changes $P$ by

$$P(q+1)-P(q)=\begin{cases}-\frac8{13}qD,&q\le6,\\[2pt]+\frac8{13}(13-q)D,&q\ge7.\end{cases}$$

The seventh electron, as in Eu$^{3+}\to$ Eu$^{2+}$, gains $\tfrac{48}{13}D=3.05$ eV of pairing energy. An eighth, as in Gd$^{3+}$ going to a $4f^8$ divalent ion, loses the same amount. The contrast is 6.11 eV. Continuing the early line to $q=7$ would give $-\tfrac{56}{13}D$ instead of $+\tfrac{48}{13}D$, a break of $8D=6.6$ eV. This is $D(4\cdot5-3\cdot4)$, the cost of having $S=3$ where eight parallel spins would have given $S=4$.

This agrees in direction with the chemistry: divalent europium compounds are well established, whereas gadolinium is mainly trivalent in its compounds. The model does not give a redox potential. It omits the mean attachment energy, solvation and bonding, and an extra electron on gadolinium may enter 5d instead of 4f.

For these two steps the largest correction estimated here concerns the assumption that $D$ is the same in both charge states. A divalent ion has a more extended 4f shell and a smaller $D$. With a rough reduction of 10%, the steps become

$$0.9P(7)-P(6)=-1.98\ \text{eV},\qquad0.9P(8)-P(7)=+3.82\ \text{eV}.$$

Each moves by 0.8 to 1.1 eV, but their contrast falls only to 5.80 eV, because it changes by just $-0.1[P(8)-P(7)]$. These figures refer to $P$ alone. The configuration average also depends on the same integrals, $w_{\rm av}=F^0-\tfrac7{13}X$ per pair. If this $X$ term is reduced by 10% as well, both steps move up by 1.98 eV in total, the shifts of $P$ above included, and the change in the contrast cancels exactly, because the eighth electron, with its spin opposite to a full set of seven orbitals, adds only $7F^0$. That compensating part, like the change in $F^0$, belongs to the mean attachment energy listed below.

Other corrections are sized as follows.

- **Orbital splitting.** The ground term lies below the maximum-spin barycentre by 0.66 eV for $q=2$ and 5, and by 1.54 eV for $q=3$ and 4. For $q=2$ this exceeds $|P|=0.51$ eV, and for $q=3$ it is about equal to $|P|=1.53$ eV. For $q=4$ it is half of $|P|$ and for $q=5$ about an eighth. The spin-pairing formula alone is therefore a poor guide to the ground terms for $q=2$ to 4.
- **Spin-orbit coupling.** With a constant $\zeta=0.16$ eV for all ions, diagonalization within $4f^q$ changes the seventh step by $+0.38$ eV and the eighth by $-0.25$ eV. At this $\zeta$ the contrast is reduced by about 0.6 eV.
- **Chemical surroundings.** A rough 3% covalent reduction of $D$ raises $P(7)$ by 0.32 eV. A ligand-field splitting of roughly 0.05 eV is much smaller than $D$, as is the thermal energy of 0.04 eV at 470 K.
- **Change of element.** The mean attachment energy changes by very roughly 0.4 eV from one lanthanide to the next, and possibly somewhat more for free ions. Gadolinium binds the added electron more strongly, which lowers the contrast with europium. Its $D$ is also about 3% larger, which raises the contrast by only about 0.1 eV.

For the contrast between the two steps, the estimates are about 0.3 eV from the smaller divalent $D$, 0.6 eV from spin-orbit coupling, 0.2 eV from covalency (3% of 6.1 eV) and 0.4 eV from the change of element. All four lower the contrast. Together they come to about 1.5 eV, well below 6 eV, and bring it down to roughly 4.6 eV. This figure is uncertain by several tenths of an eV: without spin-orbit coupling and covalency the budget gives 5.4 eV, while nonrelativistic exchange-only local-density estimates for the four free ions give 4.7 to 5.3 eV. Within these estimates the sign of the pairing preference is secure, while the value 6.1 eV from the pairing term alone is too large by an amount of this order.

## Computed results

```
Input F0, F2, F4, F6 (eV): 20.0 11.0 8.0 5.5
Squared 3j weights k=2,4,6: 4/105 2/77 100/3003
X = 0.80999 eV, D = 0.8269 eV
f2 singlet minus triplet barycentre = 1.6537 eV
Mean s1.s2 of a pair = -0.057692
Spin barycentres checked: 36
Largest deviation from law = 2.3e-13 eV
q | max S(S+1) | mean S(S+1) | P/D | P (eV)
0 | 0 | 0 | 0 = 0.0000 | 0.000
1 | 3/4 | 3/4 | 0 = 0.0000 | 0.000
2 | 2 | 18/13 | -8/13 = -0.6154 | -0.509
3 | 15/4 | 99/52 | -24/13 = -1.8462 | -1.527
4 | 6 | 30/13 | -48/13 = -3.6923 | -3.053
5 | 35/4 | 135/52 | -80/13 = -6.1538 | -5.088
6 | 12 | 36/13 | -120/13 = -9.2308 | -7.633
7 | 63/4 | 147/52 | -168/13 = -12.9231 | -10.686
8 | 12 | 36/13 | -120/13 = -9.2308 | -7.633
P(7) = -1031 kJ/mol
Input zeta = 0.16 eV
q | ground term below max-spin mean (eV) | spin-orbit shift (eV)
1 | 0.000 | -0.320
2 | 0.662 | -0.542
3 | 1.544 | -0.648
4 | 1.544 | -0.654
5 | 0.662 | -0.601
6 | 0.000 | -0.465
7 | 0.000 | -0.086
8 | 0.000 | -0.335
Spin-orbit slope / zeta: q=6 -2.001, q=8 -1.500
Pairing change, 7th electron = -3.053 eV
Pairing change, 8th electron = 3.053 eV
Contrast 8th minus 7th = 6.106 eV
Break from early line = 6.615 eV
Spin-orbit part, 7th = 0.379 eV, 8th = -0.249 eV
Input divalent/trivalent D ratio = 0.9
With lower divalent D: 7th = -1.984 eV, 8th = 3.816 eV
Contrast with lower divalent D = 5.801 eV
Input covalent reduction of D = 3 %
Its effect on P(7) = 0.321 eV
Input rough ligand-field splitting = 0.05 eV
Input rough mean attachment change per element = 0.4 eV
Thermal energy at 470 K = 0.0405 eV
```
